# Comment on reduced-mass recoil in the Dirac energy of hydrogenlike ions: test program

```python
"""
Nuclear recoil of a Dirac electron in a point Coulomb field, first order in m/M.
Result under test: the Shabaev-Palmer operator
    H_M = (1/2M) { p^2 - (Z alpha/r) [alpha_vec + (alpha_vec.rhat) rhat].p }
has the expectation value (m^2 - eps^2)/(2M), whereas the reduced mass in the
Dirac energy m(f-1), f = eps/m, gives (m^2/M)(1-f).  The difference is
-(m^2/2M)(1-f)^2, with leading term -(Z alpha)^4 m^2/(8 n^4 M).
Symbols: m electron mass, M nuclear mass, eps Dirac energy with rest energy,
kappa Dirac angular quantum number, G and F large and small radial functions,
za = Z alpha.  Internal units: hbar = c = m = 1.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import eigh
from scipy.special import roots_genlaguerre, eval_genlaguerre
from sympy.physics.hydrogen import R_nl

ALPHA = const.fine_structure
MC2_EV = const.m_e * const.c**2 / const.e
MASS_U = 100.0
MASS_RATIO = const.m_e / (MASS_U * const.atomic_mass)
UNIT_MEV = MC2_EV * MASS_RATIO * 1e3      # m^2 c^2 / M in meV


def recoil_densities(G, dG, F, dF, r, kappa):
    """Radial densities of p^2 and of [alpha + alpha_r rhat].p."""
    p2 = ((dG - G / r)**2 + kappa * (kappa + 1) * G**2 / r**2
          + (dF - F / r)**2 + kappa * (kappa - 1) * F**2 / r**2)
    current = 2 * (F * dG - G * dF) + 2 * kappa * G * F / r
    return p2, current


def sommerfeld(za, n, kappa):
    k = abs(kappa)
    return 1 / np.sqrt(1 + (za / (n - k + np.sqrt(k * k - za * za)))**2)


def dirac_state(Z, n, kappa, size=16, nodes=40):
    """Diagonalize the radial Dirac Hamiltonian; return energy and means."""
    za = Z * ALPHA
    gam = np.sqrt(kappa**2 - za**2)
    lam = za / n
    x, w = roots_genlaguerre(nodes, 2 * gam - 2)
    r = x / (2 * lam)
    w = w / (2 * lam)
    # common factor x^(gam-1) exp(-x/2) is carried by the quadrature weight
    phi, dphi = [], []
    for k in range(size):
        L = eval_genlaguerre(k, 2 * gam, x)
        dL = -eval_genlaguerre(k - 1, 2 * gam + 1, x) if k else 0 * x
        f = x * L
        df = 2 * lam * (gam * L - x * L / 2 + x * dL)
        norm = np.sqrt(np.sum(w * f * f))
        phi.append(f / norm)
        dphi.append(df / norm)
    phi, dphi = np.array(phi), np.array(dphi)
    V = -za / r
    S = (phi * w) @ phi.T
    pot = (phi * w * V) @ phi.T
    off = (phi * w) @ (-dphi + kappa * phi / r).T
    H = np.block([[pot + S, off], [off.T, pot - S]])
    zero = np.zeros_like(S)
    energies, vectors = eigh(H, np.block([[S, zero], [zero, S]]))
    pick = np.argmin(abs(energies - sommerfeld(za, n, kappa)))
    c = vectors[:, pick]
    G, dG = c[:size] @ phi, c[:size] @ dphi
    F, dF = c[size:] @ phi, c[size:] @ dphi
    p2, current = recoil_densities(G, dG, F, dF, r, kappa)
    return dict(za=za, eps=energies[pick],
                kin=np.sum(w * p2) / 2,
                mag=np.sum(w * V * current) / 2,
                beta=np.sum(w * (G**2 - F**2)),
                force=za * np.sum(w * (G**2 + F**2) / r**2),
                spin=2 * kappa * np.sum(w * G * F / r**2))


# ---- angular reduction checked with Cartesian four-spinors ----
SIGMA = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
ALPHA_MAT = np.array([np.kron([[0, 1], [1, 0]], s) for s in SIGMA])


def trial_G(r):
    return r**0.9 * np.exp(-0.7 * r)


def trial_F(r):
    return -0.4 * r**1.1 * np.exp(-0.5 * r)


def four_spinor(point, kappa):
    r = np.sqrt(np.sum(point**2, axis=0))
    unit = point / r
    sig_r = np.einsum('iab,ip->abp', SIGMA, unit)
    up = np.array([np.ones_like(r), 0 * r], dtype=complex) / np.sqrt(4 * np.pi)
    if kappa == 1:
        up = -np.einsum('abp,bp->ap', sig_r, up)
    if kappa == -2:
        up = up * np.sqrt(1.5) * (unit[0] + 1j * unit[1])
    down = -np.einsum('abp,bp->ap', sig_r, up)
    return np.concatenate([trial_G(r) * up, 1j * trial_F(r) * down]) / r


ct, wt = np.polynomial.legendre.leggauss(8)
ph = np.arange(12) * 2 * np.pi / 12
CT, PH = [a.ravel() for a in np.meshgrid(ct, ph, indexing='ij')]
WS = np.repeat(wt, 12) * 2 * np.pi / 12
ST = np.sqrt(1 - CT**2)
rhat = np.array([ST * np.cos(PH), ST * np.sin(PH), CT])
r0, h = 1.3, 1e-4
for kappa in (-1, 1, -2):
    psi = four_spinor(r0 * rhat, kappa)
    grad = []
    for i in range(3):
        step = np.zeros((3, 1))
        step[i] = h
        grad.append((four_spinor(r0 * rhat + step, kappa)
                     - four_spinor(r0 * rhat - step, kappa)) / (2 * h))
    grad = np.array(grad)
    p2_3d = r0**2 * np.sum(WS * np.sum(abs(grad)**2, axis=(0, 1)))
    alpha_r = np.einsum('iab,ip->abp', ALPHA_MAT, rhat)
    acted = np.einsum('iab,ibp->ap', ALPHA_MAT, -1j * grad)
    p_r = np.einsum('ip,iap->ap', rhat, -1j * grad)
    acted = acted + np.einsum('abp,bp->ap', alpha_r, p_r)
    cur_3d = r0**2 * np.sum(WS * np.sum(psi.conj() * acted, axis=0))
    dG0 = (trial_G(r0 + h) - trial_G(r0 - h)) / (2 * h)
    dF0 = (trial_F(r0 + h) - trial_F(r0 - h)) / (2 * h)
    p2_r, cur_r = recoil_densities(trial_G(r0), dG0, trial_F(r0), dF0,
                                   r0, kappa)
    assert abs(p2_3d - p2_r) < 1e-6       # finite-difference error
    assert abs(cur_3d - cur_r) < 1e-6

# ---- recoil operator on diagonalized Dirac states ----
STATES = [('1s1/2', 1, -1), ('2s1/2', 2, -1), ('2p1/2', 2, 1),
          ('2p3/2', 2, -2)]
CHARGES = (10, 20, 40, 80)
data = {}
for Z in CHARGES:
    for name, n, kappa in STATES:
        d = dirac_state(Z, n, kappa)
        f = d['eps']
        d['total'] = d['kin'] + d['mag']
        d['reduced'] = 1 - f
        d['gap'] = d['total'] - d['reduced']
        d['lead'] = -d['za']**4 / (8 * n**4)
        assert abs(f - sommerfeld(d['za'], n, kappa)) < 1e-11
        assert abs(d['beta'] - f) < 1e-9
        assert abs(d['force'] / d['spin'] - 1) < 1e-7
        assert abs(d['total'] / ((1 - f**2) / 2) - 1) < 1e-8
        # the gap is a small difference, so roundoff is amplified
        assert abs(d['gap'] / (-(1 - f)**2 / 2) - 1) < 1e-4
        data[Z, name] = d
for name, n, kappa in STATES:
    d = data[10, name]
    assert abs(d['gap'] / d['lead'] - 1) < 2 * d['za']**2

# ---- Breit-Pauli two-body check, no Dirac functions ----
r, t = sp.symbols('r t', positive=True)   # t = m/M
half = sp.Rational(1, 2)
bp_gaps = []
for n, l, j in [(1, 0, half), (2, 0, half), (2, 1, half), (2, 1, 3 * half)]:
    R = R_nl(n, l, r, 1)
    dR = sp.diff(R, r)
    lap = sp.diff(R, r, 2) + 2 * dR / r - l * (l + 1) * R / r**2

    def radial(expr):
        return sp.integrate(sp.expand(sp.simplify(expr * r**2)), (r, 0, sp.oo))

    p4 = radial(lap**2)
    orbit = radial((2 * dR**2 + l * (l + 1) * R**2 / r**2) / r)
    contact = R.subs(r, 0)**2 / 8 if l == 0 else 0
    r3 = radial(R**2 / r**3) if l else 0
    LS = (j * (j + 1) - l * (l + 1) - sp.Rational(3, 4)) / 2
    mu = 1 / (1 + t)
    E4 = (-p4 * mu**4 * (1 + t**3) / 8 + contact * mu**3
          - t * orbit * mu**3 / 2 + (half + t) * r3 * LS * mu**3)
    true_slope = sp.diff(E4, t).subs(t, 0)
    reduced_slope = sp.diff(mu * E4.subs(t, 0), t).subs(t, 0)
    gap = sp.simplify(true_slope - reduced_slope)
    assert sp.simplify(gap + sp.Rational(1, 8 * n**4)) == 0
    bp_gaps.append(gap)

# ---- printed numbers ----
d = data[40, '1s1/2']
print(f"Inverse fine-structure constant: {1 / ALPHA:.6f}")
print(f"Electron rest energy: {MC2_EV:.3f} eV")
print(f"Model nuclear mass M: {MASS_U:.0f} u")
print(f"Mass ratio m/M: {MASS_RATIO:.6e}")
print(f"Recoil unit m^2 c^2/M: {UNIT_MEV:.4f} meV")
print("Model ion Z = 40, state 1s1/2:")
print(f"  Z alpha: {d['za']:.6f}")
print(f"  f = eps/(m c^2): {d['eps']:.8f}")
print(f"  mean of beta: {d['beta']:.8f}")
print(f"  Dirac energy without rest energy: {MC2_EV*(d['eps']-1):.3f} eV")
print(f"  Z alpha <r^-2>: {d['force']:.8f} (m c/hbar)^2")
print(f"  2 kappa int GF/r^2 dr: {d['spin']:.8f} (m c/hbar)^2")
for label, key in [('kinetic part <p^2>/2M', 'kin'),
                   ('magnetic part', 'mag'),
                   ('sum, full operator', 'total'),
                   ('reduced-mass value', 'reduced'),
                   ('gap, operator minus reduced mass', 'gap'),
                   ('leading term of the gap', 'lead')]:
    print(f"  {label}: {UNIT_MEV * d[key]:.4f} meV")
print(f"  gap / operator value: {100 * d['gap'] / d['total']:.3f} %")
print("Z = 40: state, operator, reduced mass, gap, leading (meV)")
for name, n, kappa in STATES:
    d = data[40, name]
    vals = [UNIT_MEV * d[k] for k in ('total', 'reduced', 'gap', 'lead')]
    print(f"  {name} " + " ".join(f"{v:11.5f}" for v in vals))
print("1s1/2, M fixed: Z, operator, reduced mass, gap, leading (meV),")
print("  gap/leading, QED recoil scale (Z alpha)^5 m^2/(pi M) (meV)")
for Z in CHARGES:
    d = data[Z, '1s1/2']
    vals = [UNIT_MEV * d[k] for k in ('total', 'reduced', 'gap', 'lead')]
    scale = UNIT_MEV * d['za']**5 / np.pi
    print(f"  {Z:2d} " + " ".join(f"{v:10.5f}" for v in vals)
          + f" {d['gap'] / d['lead']:.5f} {scale:.5f}")
print("Breit-Pauli gap in units (Z alpha)^4 m^2/M:")
for (name, n, kappa), gap in zip(STATES, bp_gaps):
    print(f"  {name}: {gap}")
print("all good")
```

Output:

```
Inverse fine-structure constant: 137.035999
Electron rest energy: 510998.951 eV
Model nuclear mass M: 100 u
Mass ratio m/M: 5.485799e-06
Recoil unit m^2 c^2/M: 2803.2376 meV
Model ion Z = 40, state 1s1/2:
  Z alpha: 0.291894
  f = eps/(m c^2): 0.95645064
  mean of beta: 0.95645064
  Dirac energy without rest energy: -22253.676 eV
  Z alpha <r^-2>: 0.05696650 (m c/hbar)^2
  2 kappa int GF/r^2 dr: 0.05696650 (m c/hbar)^2
  kinetic part <p^2>/2M: 142.7273 meV
  magnetic part: -23.3064 meV
  sum, full operator: 119.4210 meV
  reduced-mass value: 122.0792 meV
  gap, operator minus reduced mass: -2.6582 meV
  leading term of the gap: -2.5437 meV
  gap / operator value: -2.226 %
Z = 40: state, operator, reduced mass, gap, leading (meV)
  1s1/2   119.42096   122.07919    -2.65824    -2.54373
  2s1/2    30.51980    30.68777    -0.16797    -0.15898
  2p1/2    30.51980    30.68777    -0.16797    -0.15898
  2p3/2    29.85524    30.01594    -0.16070    -0.15898
1s1/2, M fixed: Z, operator, reduced mass, gap, leading (meV),
  gap/leading, QED recoil scale (Z alpha)^5 m^2/(pi M) (meV)
  10    7.46381    7.47377   -0.00996   -0.00994 1.00267 0.00185
  20   29.85524   30.01594   -0.16070   -0.15898 1.01079 0.05909
  40  119.42096  122.07919   -2.65824   -2.54373 1.04501 1.89076
  80  477.68383  527.27221  -49.58837  -40.69970 1.21840 60.50435
Breit-Pauli gap in units (Z alpha)^4 m^2/M:
  1s1/2: -1/8
  2s1/2: -1/128
  2p1/2: -1/128
  2p3/2: -1/128
all good
```
